# Arccosh Growth of Ultrathin Silicon Oxide with First-Order Atom Loss

## The decision

A silicon wafer is oxidized by oxygen atoms near 400 °C. One run of 600 s has given 3.14 nm of oxide, and the next needs 5.21 nm. How long should it last?

If thickness grows as the square root of time, the answer is \(600\,(5.21/3.14)^2\approx1650\) s. If atoms are also lost inside the oxide, in the model worked out below and with its decay length of 1.25 nm, the answer is 3600 s. The choice of growth law therefore changes the process time by more than a factor of two.

Lengths are in nm, times in s and concentrations in cm\(^{-3}\) or nm\(^{-3}\), with \(1\ \mathrm{nm^{-3}}=10^{21}\ \mathrm{cm^{-3}}\).

## Simple case: no atoms are lost

Let \(z\) be the depth below the outer oxide surface and \(x(t)\) the oxide thickness. In the frame of that surface the existing oxide is at rest, and new oxide is added at \(z=x\). Mobile neutral oxygen atoms have concentration \(C(z,t)\) and diffusion constant \(D\). The gas holds \(C(0)=C_0\). The silicon absorbs every atom that reaches it, so \(C(x)=0\).

Suppose the profile adjusts quickly compared with the growth. Then \(C''=0\), and the two boundary values give

\[
C=C_0\left(1-\frac zx\right),\qquad J=-D\,C'(x)=\frac{DC_0}{x}.
\]

Let \(N\) be the number of oxygen atoms per volume of finished oxide, counting both atoms of SiO\(_2\). A new layer \(dx\) takes up \(N\,dx\) atoms. No mobile atoms are needed to fill the new layer, because \(C(x)=0\). Hence

\[
N\frac{dx}{dt}=\frac{DC_0}{x}
\quad\Longrightarrow\quad
x\,dx=\frac{DC_0}{N}\,dt
\quad\Longrightarrow\quad
x^2=\frac{2DC_0t}{N}
\]

for a bare start. This is parabolic growth: a thicker film has a smaller concentration gradient.

## First generalization: first-order loss

Now let each mobile atom disappear at rate \(k\). This first-order form needs a slow step that joins one mobile atom to a partner of fixed density, for example an oxygen atom of the network. The pair leaves as O\(_2\), and a second mobile atom is assumed to fill the vacancy in a time short compared with the growth. The rate \(k\) counts both lost atoms, so two losses make one molecule. Direct meeting of two mobile atoms would be second order and is left out for now, as is oxidation by the O\(_2\) produced.

The steady balance is

\[
DC''=kC,\qquad\text{or}\qquad C''=\frac{C}{L^2},\qquad L=\sqrt{\frac Dk}.
\]

Its general solution is \(A\sinh[(x-z)/L]+B\cosh[(x-z)/L]\). At \(z=x\) the first term vanishes, so \(C(x)=0\) requires \(B=0\). The value at \(z=0\) fixes \(A\):

\[
C(z)=C_0\,\frac{\sinh[(x-z)/L]}{\sinh(x/L)}.
\]

Differentiating with respect to \(z\) brings down \(-1/L\), which cancels the minus sign in Fick's law:

\[
-DC'(z)=\frac{DC_0}{L}\,\frac{\cosh[(x-z)/L]}{\sinh(x/L)}.
\]

With \(u=x/L\), the flux into the silicon and the net flux entering the oxide are

\[
J=\frac{DC_0}{L\sinh u},\qquad
J_{\rm in}=\frac{DC_0}{L}\coth u,\qquad
\frac{J}{J_{\rm in}}=\frac1{\cosh u}.
\]

The last ratio is the yield, the fraction of entering atoms that oxidizes silicon.

**Limit.** For \(x\ll L\), \(\sinh u\approx u\), so \(J\approx DC_0/x\), and the simple case returns. For \(x\gg L\), \(J\approx(2DC_0/L)e^{-x/L}\): few atoms cross many decay lengths.

## The thickness law

Insert \(J\) in \(N\,dx/dt=J\) and define \(\tau=N/(kC_0)\). Since \(D=kL^2\),

\[
\frac{DC_0}{NL}=\frac{kL^2C_0}{NL}=\frac L\tau,
\qquad\text{so}\qquad
\sinh\!\left(\frac xL\right)dx=\frac L\tau\,dt .
\]

The integral of the left side is \(L\cosh(x/L)\). Starting from thickness \(x_0\) and dividing by \(L\),

\[
\cosh\frac xL-\cosh\frac{x_0}L=\frac t\tau,
\]

\[
\boxed{\,x(t)=L\,\operatorname{arccosh}\!\left[\cosh\frac{x_0}{L}+\frac t\tau\right]\,}
\]

with the non-negative branch, since thickness is not negative. An initial oxide with the same \(D\) and \(k\) acts as a head start \(\tau[\cosh(x_0/L)-1]\).

For a bare start write \(s=t/\tau\). Then \(\cosh u=1+s\), and the yield is \(1/(1+s)\).

This law was tested against growth times found by solving the steady balance numerically at many thicknesses and integrating \(N\,dx/J\). At \(s=0.01\), 0.5, 5 and 100 the largest relative difference in thickness was \(8\times10^{-15}\). That tests the solution of the steady model; the steadiness itself is examined later.

### Early limit

Expand \(\cosh u-1=s\) for small \(u\):

\[
\frac{u^2}{2}+\frac{u^4}{24}+\dots=s
\quad\Longrightarrow\quad
u^2\left(1+\frac{u^2}{12}\right)\approx2s .
\]

In the small bracket \(u^2\) may be replaced by \(2s\). Thus \(u^2\approx2s(1-s/6)\), and its square root is

\[
\frac xL\approx\sqrt{2s}\left(1-\frac s{12}\right).
\]

The leading term gives \(x^2=2L^2t/\tau=2DC_0t/N\). The loss rate cancels, as it must.

### Late limit

Use \(\operatorname{arccosh}y=\ln(y+\sqrt{y^2-1})\) with \(y=1+s\). For large \(s\),

\[
\sqrt{y^2-1}=\sqrt{s^2+2s}=s+1+O(1/s),
\]

so the argument of the logarithm is \(2s+2+O(1/s)\), and

\[
\frac xL=\ln(2s)+\frac1s+O(1/s^2).
\]

Each further factor of ten in time adds \(L\ln10\). The rate falls as \((2L/\tau)e^{-x/L}\), but growth never stops within the model: there is no limiting thickness.

### Between the limits

The local exponent \(p=d\ln x/d\ln t\) shows how far the crossover has gone. From \(du/ds=1/\sinh u\),

\[
p=\frac{s}{u\sinh u}=\frac{\cosh u-1}{u\sinh u}
=\frac{2\sinh^2(u/2)}{2u\sinh(u/2)\cosh(u/2)}
=\frac{\tanh(u/2)}{u}.
\]

It starts at \(1/2\) and tends to zero. It falls steadily, because

\[
\frac{d}{du}\left(\frac1p\right)=\frac{d}{du}\left(u\coth\frac u2\right)
=\frac{\sinh u-u}{2\sinh^2(u/2)}>0 .
\]

The two limiting curves have no intersection that could define a crossover time. With \(y=2s\), their difference \(\sqrt y-\ln y\) has its minimum where \(1/(2\sqrt y)=1/y\), at \(y=4\), and there it equals \(2-\ln4>0\). Two other marks serve instead: \(x=L\), reached at \(t=(\cosh1-1)\tau\), and \(p=1/4\), reached at \(x=3.83L\).

## Numbers for a film of a few nanometres

Take \(D=200\) nm\(^2\)/s, \(k=128\) s\(^{-1}\) and \(C_0=3\times10^{18}\) cm\(^{-3}\) at 673 K. An oxide density of 2.2 g/cm\(^3\) and a molar mass of 60.08 g/mol give \(N=4.41\times10^{22}\) cm\(^{-3}\). Then

\[
L=\sqrt{\frac{200}{128}}=1.25\ \mathrm{nm},\qquad
\tau=\frac{4.41\times10^{22}}{128\times3\times10^{18}}\approx115\ \mathrm s .
\]

At 600 s, \(s=5.22\) and

\[
x=1.25\,\ln\!\left(6.22+\sqrt{6.22^2-1}\right)=3.14\ \mathrm{nm}.
\]

| \(t\) (s) | \(x\) (nm) | parabolic (nm) | log (nm) | \(p\) | yield |
|---:|---:|---:|---:|---:|---:|
| 10 | 0.52 | 0.52 | −2.18 | 0.49 | 0.92 |
| 60 | 1.23 | 1.28 | 0.05 | 0.46 | 0.66 |
| 600 | 3.14 | 4.04 | 2.93 | 0.34 | 0.16 |
| 3600 | 5.21 | 9.90 | 5.17 | 0.23 | 0.031 |
| 36000 | 8.05 | 31.3 | 8.05 | 0.15 | 0.003 |

The logarithmic column is \(L\ln(2s)\); its negative first entry shows that it has no meaning at early times. The film reaches \(x=L\) after 62 s, when the parabola is still a fair guide. At 600 s the parabola is 29% above the full law, and the logarithm 7% below it. The exponent falls to \(1/4\) at 4.79 nm, after about 2500 s. Late growth adds 2.88 nm per decade of time.

The yield carries a practical message. At one hour about 97% of the atoms entering the oxide are lost before they reach the silicon. An initial oxide of 0.5 nm, by contrast, saves only 9.3 s.

## Second generalization: let the profile lag behind

The steady profile was an assumption. To examine it, keep the time derivative and use scaled variables

\[
\zeta=\frac zL,\quad \theta=kt,\quad c=\frac C{C_0},\quad
\varepsilon=\frac{C_0}{N},\quad s=\varepsilon\theta .
\]

The moving-boundary problem becomes

\[
c_\theta=c_{\zeta\zeta}-c,\qquad c(0)=1,\quad c(u)=0,\qquad
\frac{du}{d\theta}=-\varepsilon\,c_\zeta(u).
\]

Multiply the diffusion equation by \(\sinh\zeta\), which satisfies the steady equation and vanishes at the outer surface. Two integrations by parts give

\[
\int_0^u\!\sinh\zeta\,c_{\zeta\zeta}\,d\zeta
=\big[\sinh\zeta\,c_\zeta-\cosh\zeta\,c\big]_0^u+\int_0^u\!\sinh\zeta\,c\,d\zeta .
\]

The last integral cancels the loss term. The upper limit of the bracket gives \(\sinh u\,c_\zeta(u)\); the lower limit contributes \(+1\). Therefore

\[
\int_0^u\sinh\zeta\,c_\theta\,d\zeta=1+\sinh u\,c_\zeta(u)
=1-\frac{\sinh u}{\varepsilon}\frac{du}{d\theta}.
\]

Define the weighted store of atoms \(M=\int_0^u\sinh\zeta\,c\,d\zeta\). The left side is \(dM/d\theta\), since the term from the moving upper limit contains \(c(u)=0\). Multiplying by \(\varepsilon\) and integrating in time gives an identity of this moving-boundary model:

\[
\cosh u-\cosh u_0=\frac t\tau-\varepsilon\,[M(t)-M(0)].
\]

The store can be bounded. If \(0\le c\le1\) initially, it stays so: at an interior maximum above 1, \(c_{\zeta\zeta}\le0\) and \(-c<0\), so \(c\) falls; at a negative minimum both terms have the opposite sign, so \(c\) rises. Hence \(0\le M\le\int_0^u\sinh\zeta\,d\zeta=\cosh u-1\). For a bare start, where \(M(0)=0\),

\[
\frac{s}{1+\varepsilon}\le\cosh u-1\le s .
\]

Here \(\varepsilon=6.8\times10^{-5}\), so the lag of the mobile atoms' profile shifts \(\cosh u-1\) by less than 0.007% at any time. This bound does not include the time needed to fill vacancies in the network, which the constant \(k\) leaves out.

For small \(\varepsilon\) the shift itself follows from the steady profile. Using \(\sinh a\sinh b=\tfrac12[\cosh(a+b)-\cosh(a-b)]\),

\[
M\approx\frac1{2\sinh u}\int_0^u[\cosh u-\cosh(2\zeta-u)]\,d\zeta
=\frac{u\cosh u-\sinh u}{2\sinh u}
=\frac{u\coth u-1}{2}.
\]

Since \(s-\varepsilon M=\varepsilon k(t-M/k)\), storage delays growth by \(M/k\). At 600 s this is 6 ms.

**Limit.** For \(u\ll1\), \(\coth u\approx1/u+u/3\), so \(M\approx u^2/6\). The identity becomes \(\tfrac12u^2(1+\varepsilon/3)=s\), and the parabolic constant is reduced by the factor \(1-\varepsilon/3\) to first order. Filling the growing film with mobile atoms costs part of the supply.

The full moving-boundary problem was also solved numerically up to \(s=10\), from \(u_0=0.05\) and a linear profile. The identity held to within \(10^{-4}\) in \(\cosh u\), and the bounds, adjusted for that start, held for both \(\varepsilon=0.01\) and \(\varepsilon=0.5\). The arccosh law, with the same adjustment, exceeded the numerical \(x/L\) by 0.00096 and 0.048 respectively. Even a very large store of atoms thus moves the thickness little at this stage.

## Third generalization: an interface that is not perfect

Let the silicon consume atoms at the finite rate \(J=k_sC(x)\), and set \(\ell=D/(k_sL)\). The steady solution is now

\[
C=C_0\frac{\sinh v+\ell\cosh v}{\sinh u+\ell\cosh u},\qquad v=\frac{x-z}{L}.
\]

At \(v=0\), \(k_sC\) is proportional to \(k_s\ell=D/L\), and so is the diffusive flux, with the same factor; the boundary condition is met. The mobile atoms needed to fill each new layer to the concentration \(C(x)\) are neglected, a correction of relative order \(C_0/N\) at most. Then

\[
J=\frac{DC_0}{L(\sinh u+\ell\cosh u)}
\quad\Longrightarrow\quad
\cosh u-1+\ell\sinh u=s
\]

for a bare start. When \(u\ll1\) this reads \(u^2/2+\ell u=s\): growth is first linear and, if \(\ell\ll1\), then parabolic. When \(u\gg1\), the left side is close to \((1+\ell)e^u/2\), so the logarithmic curve is lowered by \(L\ln(1+\ell)\).

Perfect absorption is an idealization on the atomic scale. If the last step is as slow as one bulk hop of length 0.3 nm, then \(k_s=D/(0.3\ \mathrm{nm})=667\) nm/s and \(\ell=0.3/1.25=0.24\). The predicted lowering is \(1.25\ln1.24=0.27\) nm. The full relation gives 2.875 nm at 600 s instead of 3.144 nm, which is also a lowering of 0.27 nm. The continuum description is itself doubtful below about one hop length.

## Other assumptions, sized for the same film

**Charge.** Suppose each atom carries a charge and its energy falls by \(\Delta E\) across the oxide in a uniform field. With \(\phi=\Delta E/k_BT\), the steady balance is \(c_{\zeta\zeta}-(\phi/u)c_\zeta-c=0\). Substituting \(c=e^{\phi\zeta/2u}g\) removes the first derivative and leaves \(g''=\kappa^2g\), with \(\kappa^2=1+\phi^2/4u^2\). The boundary values select \(g=\sinh[\kappa(u-\zeta)]/\sinh(\kappa u)\), and

\[
J=\frac{DC_0}{L}\,\frac{\kappa\,e^{\phi/2}}{\sinh(\kappa u)} .
\]

There is no drift term at the silicon because \(c(u)=0\). The field of the charged atoms themselves is left out, so the numbers below are estimates. For single charges and a relative permittivity of 3.9 its energy scale is about 22 meV; at fixed total drop it lowers the two thicknesses below by 0.06 and 0.01 nm, and the flux at 3.14 nm by about 4%. With the drop held fixed at 0.1 eV during growth, the thickness at 600 s becomes 4.00 nm if the field helps and 2.19 nm if it hinders. At 3.14 nm a drop of just 11 meV raises the flux by 10%. Of the effects sized here, this is the largest at 600 s, and the arccosh law should be reserved for neutral atoms.

**Pair recombination.** An absorbing sphere of radius \(R\) collects atoms of relative diffusion constant \(2D\) at rate \(4\pi R(2D)C\). Compared with \(k\), this loss at the outer surface is \(8\pi RC_0L^2=0.035\) for \(R=0.3\) nm. Adding it changes the thickness at 600 s from 3.144 to 3.138 nm. The rate is an estimate, since the mean atom spacing, about 7 nm, exceeds the film thickness at 600 s.

**Oxidation by the recombined O\(_2\).** Let the molecules diffuse with constant \(D_2\), escape at the outer surface and react too slowly at the silicon to deplete themselves. Then \(D_2C_2''=-kC/2\), with \(C_2(0)=0\) and \(C_2'(x)=0\). Integrating twice and using \(kC=DC''\),

\[
C_2(x)=\frac1{2D_2}\int_0^x z\,kC\,dz
=\frac{D}{2D_2}\big[zC'-C\big]_0^x
=\frac{DC_0}{2D_2}\left(1-\frac{u}{\sinh u}\right).
\]

With \(D_2=50\) nm\(^2\)/s this is \(3.5\times10^{18}\) cm\(^{-3}\) at 600 s, far above the assumed solubility of \(5\times10^{16}\) cm\(^{-3}\) at 1 atm. Rough linear-rate data for O\(_2\), extrapolated to 673 K, raised tenfold for thin films and taken proportional to \(C_2(x)\) even this far above the solubility, make its growth rate 0.05% of the atomic rate at 600 s and 4% at ten hours. With these inputs the two rates become equal near 12 nm; a factor of ten in the O\(_2\) rate moves this thickness by about \(L\ln10=2.9\) nm. The logarithmic regime therefore has an end: the atomic rate falls exponentially, while the O\(_2\) level at the silicon approaches a constant.

**Gas supply.** At an atom pressure of \(10^{-3}\) Torr, \(3.4\times10^{17}\) atoms strike each cm\(^2\) per second. At \(x=0.3\) nm the oxide takes in \(2.0\times10^{14}\). A fixed \(C_0\) is thus not excluded by supply, provided that the fraction of striking atoms able to enter is well above 0.06%. At just that fraction, supply would only match demand, and the surface concentration would drop below \(C_0\).

## Beside a real process

Oxidation by radicals from a plasma or from ozone near 400 °C can make oxides of a few nanometres, and the parameters were chosen for that range. They are not measured values. In particular, \(C_0\) is far above the density of atoms in the gas and presumes that atoms bind to the oxide network. A plasma can also charge the oxide and supply ions, which breaks the assumption of neutral atoms; for the 0.1 eV drop above, that moves 3.1 nm to 2.2 or 4.0 nm, depending on the sign. Stress, and a different diffusion constant close to the silicon, are not sized here.

## Back to the process time

Thickness data from a bare start determine \(L\) and \(\tau\), but not \(D\), \(k\) and \(C_0\) separately. For a perfectly absorbing interface, two runs at the same temperature and gas conditions suffice. Dividing their growth laws removes \(\tau\):

\[
\frac{t_2}{t_1}=\frac{\cosh(x_2/L)-1}{\cosh(x_1/L)-1},\qquad x_2>x_1 .
\]

The logarithmic derivative of the right side with respect to \(1/L\) is \(L\,[1/p(x_2/L)-1/p(x_1/L)]\). It is positive because \(1/p\) increases with thickness. The ratio rises from \((x_2/x_1)^2\) without limit as \(L\) decreases, so a measured ratio above \((x_2/x_1)^2\) gives one value of \(L\).

For 3.14 nm at 600 s and 5.21 nm at 3600 s, the parabolic ratio would be 2.75, while the actual one is 6. With \(L=1.25\) nm the right side is \(31.3/5.22=6.0\), as required. The thicknesses must be measured well: errors of 0.1 nm in opposite directions change the fitted \(L\) by 0.15 to 0.18 nm. A good fit does not by itself prove that recombination is the cause, since other mechanisms may slow growth in a similar way. A third run at a different time tests the law: with the values of \(L\) and \(\tau\) used here, it should give 1.23 nm after 60 s. Errors of 0.1 nm in the first two thicknesses spread this prediction over 1.12 to 1.35 nm. That still separates it from a power law through the same two runs (1.49 to 1.80 nm), but not from \(x=a\ln(1+t/t_0)\) (0.84 to 1.17 nm), which takes more accurate measurements. The test also presumes a perfect interface and a bare start: with \(\ell=0.24\) the two-run fit predicts 1.08 nm at 60 s where the film has 0.97 nm, and with a 0.5 nm initial oxide it predicts 1.24 nm where the film has 1.31 nm.

## Numbers as computed

```
temperature 673.15 K, kB*T 0.0580 eV
D 200 nm^2/s, k 128 1/s, C0 3.0e+18 1/cm^3
oxide density 2.2 g/cm^3, molar mass 60.08 g/mol
N, oxygen atoms in oxide 4.410e+22 1/cm^3
C0/N 6.80e-05
decay length L 1.250 nm, time tau 114.9 s
parabolic constant 2*D*C0/N 0.02721 nm^2/s
time to reach x = L 62.4 s
exponent 1/4 at x/L 3.830, x 4.79 nm, t 2532 s
late growth per decade of time 2.88 nm
t(s) t/tau x(nm) parabolic(nm) log(nm) exponent rate(nm/s) yield
10 0.087 0.518 0.522 -2.185 0.493 2.55e-02 0.9199
60 0.522 1.228 1.278 0.055 0.463 9.48e-03 0.6569
600 5.224 3.144 4.040 2.933 0.338 1.77e-03 0.1607
3600 31.344 5.212 9.897 5.173 0.233 3.37e-04 0.0309
36000 313.444 8.055 31.297 8.051 0.155 3.46e-05 0.0032
head start of a 0.5 nm initial oxide 9.3 s
reference: t 600 s, x 3.144 nm
delay from atoms stored in oxide 6.05 ms
hop length 0.3 nm, interface rate ks = D/hop 667 nm/s
x with this finite interface rate 2.875 nm
pair loss / first-order loss at surface 0.0353
x with pair recombination added 3.138 nm
x for charged atom, energy drop +0.1 eV 4.000 nm
x for charged atom, energy drop -0.1 eV 2.193 nm
energy drop that raises the flux by 10 percent 11.2 meV
gas atoms striking at 1e-03 Torr 3.38e+17 1/(cm^2 s)
atoms entering oxide at x = 0.3 nm 2.04e+14 1/(cm^2 s)
O2 inputs: D_O2 50 nm^2/s, solubility 5e+16 1/cm^3
O2 linear rate: 4e+06 um/h, barrier 2.0 eV, enhancement 10
O2 dissolved from gas at 1 Torr 6.6e+13 1/cm^3
t 600 s: O2 at silicon 3.54e+18 1/cm^3, O2 growth 8.4e-07 nm/s, share of atomic rate 4.7e-04
t 36000 s: O2 at silicon 5.88e+18 1/cm^3, O2 growth 1.4e-06 nm/s, share of atomic rate 4.0e-02
thickness where O2 growth equals atomic growth 12.1 nm
largest relative error of law against numerical growth 7.7e-15
moving-boundary test, C0/N 0.01: law exceeds x/L by 0.00096
moving-boundary test, C0/N 0.5: law exceeds x/L by 0.04779
```
